# Escape rate of a uniaxial macrospin from Brown's axial equation, part 1

(Sections cited here and not found follow in the second part.)

## I. Brown's equation and two-sided bounds on the slowest rate

### The form of the answer

A small magnet whose moment points along either direction of an easy axis is modelled by Brown's axial equation. With \(x=\cos\theta\), where \(\theta\) is the angle between moment and axis, the probability density \(W(x,t)\) obeys

\[
\frac{\partial W}{\partial t}=D\,\frac{\partial}{\partial x}\left[(1-x^2)\left(\frac{\partial W}{\partial x}-2\sigma xW\right)\right],\qquad -1\le x\le 1 .
\tag{1}
\]

There are two parameters: the rotational diffusion rate \(D\), an inverse time, and the pure number \(\sigma\), the energy barrier divided by \(kT\). Any rate derived from (1) therefore has the form

\[
\Gamma=D\,g(\sigma).
\]

The damping enters through \(D\) alone if the barrier ratio is held fixed. Equation (1) is unchanged under \(x\to-x\), so the two wells have equal escape rates.

A scaling estimate suggests the function \(g\). The equilibrium density is proportional to \(e^{\sigma x^2}\). Near a pole it falls off over a distance \(1/(2\sigma)\) in \(x\), because \(\sigma x^2\) has slope \(2\sigma\) there. Near the barrier top it varies over a distance \(1/\sqrt\sigma\), because \(\sigma x^2\) is quadratic there. A well of unit population has density about \(2\sigma\) at the pole and \(2\sigma e^{-\sigma}\) at the top. Diffusion across a width \(1/\sqrt\sigma\) then gives a current of order \(D\cdot 2\sigma e^{-\sigma}\cdot\sqrt\sigma\). So \(g\) should scale as \(\sigma^{3/2}e^{-\sigma}\). The coefficient, and the meaning of \(D\), require a derivation.

### Assumptions and theorem

The moment has fixed magnitude \(\mu\), direction \(\mathbf m\) with \(|\mathbf m|=1\), and volume \(v\). Its energy is

\[
E=-Kv\,m_z^2=-Kv\cos^2\theta,\qquad K>0,
\]

with no applied field. The barrier, the energy at \(\theta=\pi/2\) minus that at \(\theta=0\), is \(Kv\). Define

\[
\sigma=\frac{Kv}{kT},\qquad B_K=\frac{2Kv}{\mu}.
\]

The motion follows the Gilbert equation with gyromagnetic ratio \(\gamma>0\) and damping \(\alpha>0\),

\[
\frac{d\mathbf m}{dt}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\frac{d\mathbf m}{dt},
\tag{2}
\]

where \(\mathbf B\) is the anisotropy field plus a classical, isotropic, white thermal field. A product of noise and \(\mathbf m\) is read in the Stratonovich sense, so that ordinary calculus applies and \(|\mathbf m|\) stays equal to one.

**Theorem.** Under these assumptions equation (1) holds with

\[
D=\frac{\alpha\gamma kT}{(1+\alpha^2)\mu}.
\tag{3}
\]

Let \(\lambda_1\) be its slowest nonzero relaxation rate. As \(\sigma\to\infty\), the difference of the two well populations, started from equilibrium within one well, decays as \(e^{-\lambda_1t}\) up to an exponentially small error. The one-way escape rate \(\Gamma=\lambda_1/2\) is

\[
\Gamma=\frac{2D\sigma^{3/2}}{\sqrt\pi}e^{-\sigma}\left[1+O(1/\sigma)\right]
=\frac{\alpha\gamma B_K}{1+\alpha^2}\sqrt{\frac{\sigma}{\pi}}\;e^{-\sigma}\left[1+O(1/\sigma)\right].
\tag{4}
\]

### Lemma 1: how damping enters

Write \(\mathbf u=d\mathbf m/dt\). The scalar product of (2) with \(\mathbf m\) gives \(\mathbf m\cdot\mathbf u=0\). Hence \(\mathbf m\times(\mathbf m\times\mathbf u)=\mathbf m(\mathbf m\cdot\mathbf u)-\mathbf u=-\mathbf u\). Taking the cross product of \(\mathbf m\) with (2) therefore yields

\[
\mathbf m\times\mathbf u=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf B)-\alpha\mathbf u .
\]

Inserting this into the last term of (2) and collecting \(\mathbf u\),

\[
(1+\alpha^2)\,\mathbf u=-\gamma\left[\mathbf m\times\mathbf B+\alpha\,\mathbf m\times(\mathbf m\times\mathbf B)\right].
\tag{5}
\]

The deterministic field is \(-\mu^{-1}\partial E/\partial\mathbf m=B_Km_z\hat{\mathbf z}\). Its first product in (5) has no \(z\) component: this is precession, which changes only the azimuth. The \(z\) component of the second product is

\[
m_z(B_Km_z^2)-B_Km_z=-B_Km_z(1-m_z^2).
\]

With \(x=m_z\) the drift is thus

\[
\left.\frac{dx}{dt}\right|_{\rm drift}=a\,x(1-x^2),\qquad a=\frac{\alpha\gamma B_K}{1+\alpha^2}.
\tag{6}
\]

It moves the moment away from the equator and towards the nearer pole, as damping should.

Now let the thermal field \(\mathbf b\) have correlations \(\langle b_i(t)b_j(t')\rangle=q\,\delta_{ij}\delta(t-t')\). Only its part \(\mathbf b_\perp\) perpendicular to \(\mathbf m\) acts. In (5), \(\mathbf m\times\mathbf b\) is \(\mathbf b_\perp\) turned by a right angle, and \(\mathbf m\times(\mathbf m\times\mathbf b)=-\mathbf b_\perp\). The two terms are perpendicular, so the variances add. The random tangential velocity has strength

\[
\frac{\gamma^2}{(1+\alpha^2)^2}(1+\alpha^2)\,q=\frac{\gamma^2q}{1+\alpha^2}
\]

in each tangential direction. Half of this is the diffusion rate,

\[
D=\frac{\gamma^2q}{2(1+\alpha^2)} .
\tag{7}
\]

The noise generates the operator \(D\nabla^2\) on the unit sphere. A further first-order term would be a tangential vector field unchanged by all rotations. At each point it would have to be unchanged by rotations about that point's own axis, so it vanishes.

For functions of \(x\), \(\nabla^2\) is \(\partial_x(1-x^2)\partial_x\). Since the drift (6) does not contain the azimuth, integration over azimuth gives a closed equation:

\[
\frac{\partial W}{\partial t}=-\frac{\partial}{\partial x}\left[a\,x(1-x^2)W\right]+D\frac{\partial}{\partial x}\left[(1-x^2)\frac{\partial W}{\partial x}\right].
\]

Thermal equilibrium must be \(W\propto e^{-E/kT}=e^{\sigma x^2}\) with no current. Because \(\partial_xe^{\sigma x^2}=2\sigma x\,e^{\sigma x^2}\), this requires

\[
a=2\sigma D .
\tag{8}
\]

The equation becomes (1). From (6) and (8),

\[
D=\frac{a}{2\sigma}=\frac{\alpha\gamma}{1+\alpha^2}\,\frac{2Kv}{\mu}\,\frac{kT}{2Kv}=\frac{\alpha\gamma kT}{(1+\alpha^2)\mu},
\]

which is (3). Equation (7) then gives \(q=2\alpha kT/(\gamma\mu)\), a noise strength independent of the anisotropy, as a property of the heat bath should be. \(\square\)

No assumption on the size of \(\alpha\) was made. Precession moves the moment along lines of constant energy, whatever the energy function. Here the energy depends on \(x\) alone, so these lines are circles of constant \(x\), and precession never carries the moment towards or across the equator. A transverse field or a second anisotropy axis makes the energy depend on azimuth. Precession then changes \(x\), the average over azimuth no longer gives a closed equation, and the damping dependence in (4) is lost.

For the axial energy, three-dimensional trajectories of (2), precession included, were compared with (1) at \(\sigma=2\) and \(\gamma B_Kt=15\), starting from the pole. For \(\alpha=0.2\) the simulated mean of \(m_z\) is \(0.505\pm0.004\), and (1) gives 0.504. For \(\alpha=1\) the values are \(0.204\pm0.005\) and 0.198.

### Lemma 2: the slowest mode is odd

Put \(w(x)=e^{\sigma x^2}\) and \(W=wf\). Then \(\partial_xW-2\sigma xW=wf'\), and (1) becomes \(\partial f/\partial t=Lf\) with

\[
Lf=\frac{D}{w}\left[(1-x^2)wf'\right]' .
\tag{9}
\]

No probability leaves at the poles, so \((1-x^2)wf'\) vanishes there. Integration by parts gives

\[
-\int_{-1}^{1}w\,g\,Lf\,dx=D\int_{-1}^{1}(1-x^2)\,w\,f'g'\,dx .
\tag{10}
\]

The right side is symmetric in \(f\) and \(g\), and non-negative for \(f=g\). So \(L\) is self-adjoint with weight \(w\), and its eigenvalues are \(-\lambda_n\) with \(\lambda_n\ge0\). Its Green function is at most logarithmically singular at the poles, hence square integrable; the spectrum is discrete and the eigenfunctions are complete.

The value \(\lambda_0=0\) belongs to constant \(f\), that is, to equilibrium. Of the two solutions of the eigenvalue equation near a pole, one diverges logarithmically and is excluded. Each eigenvalue is therefore simple, and since \(L\) is even, each eigenfunction is even or odd.

Odd eigenfunctions vanish at \(x=0\). On \(0<x<1\) they are the modes of the problem with absorption at \(x=0\). Let \(\lambda_1\) be the lowest of these rates. An even eigenfunction with \(\lambda>0\) is orthogonal to the constant, so it changes sign. It has an outermost zero \(x_0>0\) and keeps one sign on \((x_0,1)\). There it is the lowest mode with absorption at \(x_0\). By the variational principle based on (10), this shorter interval has a larger lowest rate than \((0,1)\), since functions on it extended by zero are trial functions for the longer one. Hence \(\lambda>\lambda_1\), and \(\lambda_1\) is the slowest nonzero rate. \(\square\)

Physically, the slow process is the exchange of population between the wells, and this is odd under \(x\to-x\).

### Lemma 3: passage times bound \(\lambda_1\)

Let \(S(x,t)\) be the probability that a moment started at \(x>0\) has not reached the equator by time \(t\). Since \(L\) is self-adjoint with weight \(w\), the probability density for going from \(x\) to \(z\) without touching the equator, divided by \(w(z)\), is symmetric in \(x\) and \(z\). As a function of the starting point \(x\) it therefore obeys the same equation as \(f\). Multiplying by \(w(z)\) and integrating over \(z\) gives \(\partial S/\partial t=LS\), with \(S(x,0)=1\) and \(S(0,t)=0\) for \(t>0\). The mean passage time is \(T(x)=\int_0^\infty S\,dt\). Integrating the equation for \(S\) over time gives \(LT=-1\) with \(T(0)=0\).

By (9), \([(1-x^2)wT']'=-w/D\). Integrating from \(x\) to 1, where the bracket vanishes,

\[
(1-x^2)\,w\,T'(x)=\frac{F(x)}{D},\qquad F(x)=\int_x^1e^{\sigma z^2}dz .
\]

A second integration from 0 gives

\[
T(x)=\frac1D\int_0^x\frac{e^{-\sigma y^2}}{1-y^2}\,F(y)\,dy .
\tag{11}
\]

This is finite at \(x=1\) because \(F(y)\le(1-y)e^\sigma\) cancels the zero of \(1-y^2\).

Denote by \(\langle\cdot\rangle\) the average over equilibrium within the well \(0<x<1\), with density \(w/F(0)\). Exchanging the order of integration in \(\langle T\rangle\), the integral of \(w(x)\) over \(x>y\) supplies a second factor \(F(y)\):

\[
\langle T\rangle=\frac{1}{D\,F(0)}\int_0^1\frac{e^{-\sigma y^2}}{1-y^2}F(y)^2dy .
\tag{12}
\]

**Claim.** For every \(\sigma>0\),

\[
\frac1{T(1)}\le\lambda_1\le\frac1{\langle T\rangle}.
\tag{13}
\]

For the lower bound, let \(\varphi\) be the slowest odd mode. As the lowest mode on \((0,1)\) it can be taken positive there. Integrating \(L\varphi=-\lambda_1\varphi\) twice, just as for \(T\),

\[
\varphi(x)=\frac{\lambda_1}{D}\int_0^x\frac{e^{-\sigma y^2}}{1-y^2}\int_y^1w(z)\varphi(z)\,dz\,dy .
\tag{14}
\]

The integrand is positive, so \(\varphi\) increases and \(\varphi(z)\le\varphi(1)\). Inserting this bound at \(x=1\) gives \(\varphi(1)\le\lambda_1\varphi(1)T(1)\), the left inequality.

For the upper bound, expand the averaged survival probability in the odd modes, normalized by \(\langle\varphi_k^2\rangle=1\):

\[
\langle S\rangle(t)=\sum_{k\ \rm odd}c_k^2e^{-\lambda_kt},\qquad c_k=\langle\varphi_k\rangle,\qquad\sum_{k\ \rm odd}c_k^2=1 .
\tag{15}
\]

The last sum follows from \(S=1\) at \(t=0\). Integration over time gives \(\langle T\rangle=\sum c_k^2/\lambda_k\le1/\lambda_1\). \(\square\)

### Lemma 4: the bounds close

Let \(G(y)=F(0)-F(y)=\int_0^ye^{\sigma z^2}dz\). Subtracting (12) from (11) at \(x=1\),

\[
D\left[T(1)-\langle T\rangle\right]=\frac1{F(0)}\int_0^1\frac{e^{-\sigma y^2}G(y)\,F(y)}{1-y^2}\,dy .
\]

Three estimates suffice.

1. With \(s=\sqrt\sigma z\), \(e^{-\sigma y^2}G(y)\) is \(\sigma^{-1/2}\) times the Dawson function \(e^{-u^2}\int_0^ue^{s^2}ds\) at \(u=\sqrt\sigma y\). It is at most \(d/\sqrt\sigma\), where \(d\approx0.541\) is the maximum of that function.
2. Since \(F(y)\le(1-y)e^\sigma\), \(F(y)/(1-y^2)\le e^\sigma/(1+y)\), whose integral over \((0,1)\) is \(e^\sigma\ln2\).
3. Since \(z\le1\), \(F(0)\ge\int_0^1ze^{\sigma z^2}dz=(e^\sigma-1)/(2\sigma)\).

Together,

\[
D\left[T(1)-\langle T\rangle\right]\le\frac{2\ln2\;d\,\sqrt\sigma}{1-e^{-\sigma}} .
\tag{16}
\]

This bound grows only as \(\sqrt\sigma\), whereas the passage time itself will be found to grow as \(e^\sigma\sigma^{-3/2}\). The bound is generous: the left side is 0.269 at \(\sigma=5\) and 0.179 at \(\sigma=10\). \(\square\)

At \(\sigma=10\) the three members of (13), divided by \(D\), are 0.0028810, 0.0028822 and 0.0028825. At \(\sigma=5\) they are 0.1321, 0.1354 and 0.1370. The physical reason for the narrowing is that a moment equilibrates in its well long before it leaves, so its starting point there hardly affects the waiting time.

## II. High-barrier limit, escape rate and a memory element

### Symbols and results carried over

Here \(x=\cos\theta\), \(\sigma=Kv/kT\), \(B_K=2Kv/\mu\), and \(D=\alpha\gamma kT/[(1+\alpha^2)\mu]\). These satisfy \(2\sigma D=\alpha\gamma B_K/(1+\alpha^2)\). The equilibrium weight is \(w=e^{\sigma x^2}\), and \(F(y)=\int_y^1e^{\sigma z^2}dz\). The mean time from the pole to the equator is

\[
T(1)=\frac1D\int_0^1\frac{e^{-\sigma y^2}}{1-y^2}F(y)\,dy .
\]

Its average over equilibrium in one well is \(\langle T\rangle\). The slowest nonzero rate \(\lambda_1\) has an odd mode \(\varphi\) and obeys \(1/T(1)\le\lambda_1\le1/\langle T\rangle\), while \(D[T(1)-\langle T\rangle]\) is at most of order \(\sqrt\sigma\).

### Lemma 5: asymptotics of the passage time

Split the integral for \(DT(1)\) at \(y=1/2\). On the outer part \(e^{-\sigma y^2}\le e^{-\sigma/4}\) and \(F(y)/(1-y^2)\le e^\sigma/(1+y)\). Its contribution is therefore at most

\[
e^{3\sigma/4}\int_{1/2}^1\frac{dy}{1+y}=e^{3\sigma/4}\ln\frac43 .
\]

On the inner part write \(F(y)=F(0)-G(y)\), where \(G(y)=\int_0^ye^{\sigma z^2}dz\le y\,e^{\sigma y^2}\). The term with \(G\) contributes in magnitude at most

\[
\int_0^{1/2}\frac{y\,dy}{1-y^2}=\frac12\ln\frac43 .
\]

Consequently

\[
DT(1)=F(0)\,B(\sigma)+O(e^{3\sigma/4}),\qquad B(\sigma)=\int_0^{1/2}\frac{e^{-\sigma y^2}}{1-y^2}dy .
\tag{17}
\]

The passage time has separated into a well integral \(F(0)\) and a barrier integral \(B\).

The slowest rate \(\lambda_1\) now lies between \(1/T(1)\) and \(1/\langle T\rangle\), and \(DT(1)\) has been reduced to the product of a well integral \(F(0)\) and a barrier integral \(B(\sigma)\), up to a remainder \(O(e^{3\sigma/4})\). It remains to evaluate these integrals for large \(\sigma\), establish the two-state law and the escape rate (4), and apply the result to a memory element.
